# How a One Percent Capacitance Error Grows in Subgap Density Extraction

## The problem

The density of electron states in the gap of a thin-film semiconductor can be found from the capacitance between a gate and the film. The gate insulator, with known capacitance \(C_i\), lies in series with the semiconductor, whose capacitance \(C_s\) carries the information about the states. The instrument reads the capacitance \(C\) of the pair. All capacitances here are per unit area.

At a certain gate voltage the true value of \(C\) is 95 percent of \(C_i\).

1. Show that a one percent error in \(C\) becomes an error of roughly twenty percent in the extracted \(C_s\), and find how good the word "roughly" is.
2. What does an error in \(C_i\) do?
3. For a monolayer of MoS\(_2\) with traps below its conduction band, what happens to the extracted trap density and to the energy assigned to it?

Assume that the measuring signal is slow enough for all the charge in the film to follow it, that no current leaks through the insulator, and that stray capacitance and series resistance have been removed from the data. The size of several departures from these assumptions is estimated at the end.

## A first estimate by scaling

When \(C\) is close to \(C_i\), the semiconductor shows itself through the small gap \(C_i-C\). A very large \(C_s\) would almost close this gap, and a smaller \(C_s\) opens it. For two capacitors in series with \(C_s\gg C_i\), the gap is inversely proportional to \(C_s\):

\[
C=\frac{C_i}{1+C_i/C_s}\approx C_i-\frac{C_i^2}{C_s},
\qquad\text{so}\qquad
C_s\approx\frac{C_i^2}{C_i-C}.
\]

The gap is 5 percent of \(C_i\). An error of one percent in \(C\) is nearly one percent of \(C_i\), and all of it falls on the gap. The gap is therefore wrong by about one part in five, and so is \(C_s\):

\[
\left|\frac{\delta C_s}{C_s}\right|\approx\frac{0.01\,C_i}{0.05\,C_i}=20\ \text{percent}.
\]

The estimate treats \(C\) as equal to \(C_i\) in the numerator and a change of one fifth as small. The exact solution needs neither step.

## The exact solution

**The series law.** Let the gate voltage rise by \(dV_g\). A charge \(dQ\) per area flows onto the gate and an equal and opposite charge enters the film. The voltage rise is shared between the insulator, which takes \(dQ/C_i\), and the film, which takes \(dQ/C_s\):

\[
dV_g=\frac{dQ}{C_i}+\frac{dQ}{C_s}.
\]

Since \(C=dQ/dV_g\), division by \(dQ\) gives \(1/C=1/C_i+1/C_s\). Hence

\[
\frac1{C_s}=\frac1C-\frac1{C_i}=\frac{C_i-C}{C\,C_i},
\qquad
C_s=\frac{C\,C_i}{C_i-C}=C_i\,\frac{x}{1-x},
\qquad x=\frac{C}{C_i}.
\]

At \(x=0.95\) this is \(C_s=(0.95/0.05)\,C_i=19\,C_i\).

**An error in \(C\).** Let the reading be \(C(1+\varepsilon)\) while \(C_i\) is correct. Then \(x\) is replaced by \(x(1+\varepsilon)\), and the extracted value \(C_s'\) obeys

\[
\frac{C_s'}{C_s}=\frac{x(1+\varepsilon)}{1-x(1+\varepsilon)}\cdot\frac{1-x}{x}
=\frac{(1+\varepsilon)(1-x)}{1-x-x\varepsilon}.
\]

Subtract one. The new numerator is

\[
(1+\varepsilon)(1-x)-(1-x-x\varepsilon)
=1-x+\varepsilon-x\varepsilon-1+x+x\varepsilon=\varepsilon ,
\]

so the relative error is

\[
\frac{\delta C_s}{C_s}=\frac{\varepsilon}{1-x-x\varepsilon}.
\]

If \(|x\varepsilon|\ll 1-x\), the last term in the denominator may be dropped, which leaves the first-order law

\[
\frac{\delta C_s}{C_s}\approx A\,\varepsilon,
\qquad
A=\frac1{1-x}=1+\frac{x}{1-x}=1+\frac{C_s}{C_i}.
\]

At \(x=0.95\) the factor \(A\) is 20, and one percent becomes twenty percent. The last form of \(A\) shows its origin. If \(C_s\ll C_i\), then \(A\) is near 1 and the measurement reads the semiconductor almost directly. If \(C_s=C_i\), then \(x=0.5\) and \(A=2\). The loss of accuracy grows as the semiconductor capacitance outgrows that of the insulator.

**An error in \(C_i\).** Now let \(C\) be correct and let \(C_i(1+\eta)\) be used in the extraction. Then

\[
\frac{C_s'}{C_s}=\frac{C\,C_i(1+\eta)}{C_i(1+\eta)-C}\cdot\frac{C_i-C}{C\,C_i}
=\frac{(1+\eta)(1-x)}{1+\eta-x}.
\]

After subtraction of one, the numerator is \((1+\eta)(1-x)-(1+\eta-x)=-x\eta\), and

\[
\frac{\delta C_s}{C_s}=-\frac{x\eta}{1-x+\eta}\approx-(A-1)\,\eta .
\]

The first-order factor is \(-19\). The sign is negative because too large a \(C_i\) widens the gap \(C_i-C\).

To first order the two errors add as \(20\varepsilon-19\eta\). If the instrument has one wrong scale factor that multiplies both capacitances, then \(\eta=\varepsilon\) and the error in \(C_s\) is just \(\varepsilon\), since \(C_s\) is then multiplied by the same factor. If the two errors are random, independent, of equal size and much smaller than the 5 percent gap, their squares add, and the factor is \(\sqrt{20^2+19^2}=27.6\). At one percent each this is only a rough guide, because the spread of \(C_s\) is then lopsided: for normally distributed errors, the central 68 percent of the extracted values lie between about 22 percent below and 38 percent above the true one.

## Comparison of the estimate with the exact result

For a reading one percent high, and then one percent low, the exact formula gives

\[
\frac{0.01}{0.05-0.0095}=+24.7\ \text{percent},
\qquad
\frac{-0.01}{0.05+0.0095}=-16.8\ \text{percent}.
\]

The scaling estimate of 20 percent lies between the two. The difference comes from the gap: a high reading shrinks it from 5 to 4.05 percent of \(C_i\), a low one widens it to 5.95 percent, and \(C_s\) varies nearly as the inverse of the gap.

The reciprocal \(1/C_s\) behaves more evenly. From the ratio found above,

\[
\frac{C_s}{C_s'}-1=\frac{1-x-x\varepsilon-(1-x)(1+\varepsilon)}{(1-x)(1+\varepsilon)}
=-\frac{\varepsilon}{(1-x)(1+\varepsilon)},
\]

which is \(-19.8\) and \(+20.2\) percent in the two cases. An error bar of equal arms therefore suits \(1/C_s\) better than \(C_s\).

The estimate fails when \(x\varepsilon\) is no longer small beside \(1-x\). The exact error diverges at

\[
\varepsilon=\frac{1-x}{x}=\frac{0.05}{0.95}=5.3\ \text{percent},
\]

where the reading equals \(C_i\). A still higher reading gives a negative \(C_s\), although the true value here is \(19\,C_i\). A truly negative \(C_s\) is possible only through effects outside this model, such as interaction among the electrons.

## From capacitance to trap density

Consider a monolayer of MoS\(_2\) on 30 nm of an oxide with relative permittivity 8, at 300 K. The insulator capacitance is \(C_i=0.2361\) µF/cm². The layer is so thin that one potential is taken to describe all of it.

Let \(n\) be the number of electrons per area and \(\mu\) the Fermi level, measured from the conduction band edge. A change \(d\mu\) corresponds to a voltage \(d\mu/e\) across the semiconductor capacitance and brings in the charge \(e\,dn\). Thus

\[
C_s=\frac{e\,dn}{d\mu/e}=e^2D,\qquad D=\frac{dn}{d\mu}.
\]

Here \(D\) is the density of states per area and energy, averaged over the thermal width of the Fermi function. It has a trap part \(D_t\) and a free part \(D_f\).

The model has two parabolic band valleys of mass 0.45 electron masses, which give a constant band density \(g=3.76\times10^{14}\) /(eV cm²). Below the edge lies an exponential tail of traps with density \(5\times10^{13}\) /(eV cm²) at the edge and a decay energy of 0.10 eV. The condition \(C/C_i=0.95\) is met at \(\mu=-0.098\) eV. As a check of the algebra, the gate voltage was changed by 1 mV each way about this point and the charge was counted from the filled states. The result was \(C=0.2243\) µF/cm², or \(0.9500\,C_i\).

The semiconductor capacitance is then \(19\times0.2361=4.49\) µF/cm², and \(D=C_s/e^2=2.80\times10^{13}\) /(eV cm²). For a constant band density that starts at energy zero, the free part is

\[
D_f=g\int_0^\infty\left(-\frac{\partial f}{\partial E}\right)dE=g\,f(0)=\frac{g}{1+e^{-\mu/kT}},
\]

where \(f\) is the Fermi function, which vanishes at the upper limit. This gives \(D_f=0.84\times10^{13}\) and leaves \(D_t=1.96\times10^{13}\) /(eV cm²).

**Error at a fixed energy.** Suppose first that \(\mu\) is known correctly. Then \(D_f\) is correct, and the whole error of \(D\) passes to \(D_t\):

\[
\frac{\delta D_t}{D_t}=\frac{\delta D}{D}\cdot\frac{D}{D_t},
\qquad \frac{D}{D_t}=\frac{2.80}{1.96}=1.43 .
\]

The errors of \(+24.7\) and \(-16.8\) percent in \(C_s\) become \(+35\) and \(-24\) percent in the trap density.

**Error of the energy.** Now let \(\mu\) be found from the same data. The film receives the part of the gate voltage that the insulator does not take:

\[
\frac{d\mu}{e}=dV_g-\frac{dQ}{C_i}=\left(1-\frac{C}{C_i}\right)dV_g .
\]

Let the sweep start deep in the gap, where \(\mu\) is known and the film holds almost no electrons. If \(C\) is read too high by the same fraction \(\varepsilon\) throughout, the energy obtained by integration is shifted by

\[
\delta\mu=-\frac{e\,\varepsilon}{C_i}\int C\,dV_g=-\frac{e\,\varepsilon\,\Delta Q}{C_i},
\]

where \(\Delta Q\) is the charge added during the sweep. In the example \(\Delta Q/C_i\) is about 1.55 V, so a one percent error moves the label down by 15.5 meV.

At this false label, \(-0.113\) eV, the formula for \(D_f\) gives only \(0.47\times10^{13}\). The misread total is \(1.247\times2.80\times10^{13}=3.49\times10^{13}\), so the trap density is reported as \(3.02\times10^{13}\) /(eV cm²). The model's true \(D_t\) at that energy, thermally averaged as before, is \(1.72\times10^{13}\) /(eV cm²), so the reported value is 76 percent too high. Three causes act in the same direction: the total is too high, too little is subtracted for free electrons, and the true tail is lower at the false label.

## The model beside a real device

The parameters are rough typical values for monolayer MoS\(_2\) on a deposited oxide. The tail density depends on how the layer was made, and it stands here for no particular sample. Even if the energy label is known correctly, small systematic errors in \(C\) and \(C_i\) are among the largest effects estimated here for the working point. Three cases show the error they cause in \(C_s\). If the energy is found from the same data, they shift its label as well, and a slow signal does not prevent this.

- **Stray capacitance.** A channel of 5 µm by 20 µm has \(C=224\) fF, so one percent is only 2.2 fF. If the fringing field is roughly counted as a border one oxide thickness wide, in parallel with the insulator and film together, it adds 1.6 percent to \(C\). With \(C_i\) calculated from the channel area alone, \(C_s\) comes out 45 percent too high. The result depends strongly on the assumed border: with a width of 0.7 oxide thicknesses, the field adds 1.1 percent to \(C\) and \(C_s\) comes out 28 percent too high. If the same stray capacitance is present in both \(C\) and \(C_i\), it cancels in \(C_i-C\), and the error is only about \(1.6+1.5=3.1\) percent. Overlap with the contacts is not included.
- **Film thickness.** If the electrons sit at the middle of a film 0.62 nm thick with permittivity 6, half the film acts as extra insulator. A \(C_i\) calculated from the oxide alone is then 1.4 percent too high, and \(C_s\) comes out 21 percent too low.
- **The plateau taken as \(C_i\).** In the model, whose electrons do not interact and fill only the two lowest valleys, \(C_s\) approaches the finite value \(e^2g\) when the Fermi level is well inside the band, and \(C\) levels off 0.39 percent below \(C_i\). Taking this plateau for \(C_i\) makes \(C_s\) 8 percent too high at the working point. Here the plateau is approached but not fully reached. A Fermi level 0.1 eV inside the band needs about \(0.1\,g=3.8\times10^{13}\) band electrons/cm², besides those in the filled traps. The band electrons alone put about 26 V across the oxide, or 8.5 MV/cm, above a rough breakdown field of 7 MV/cm. In the model, the highest capacitance reached at a safe field lies somewhat further below \(C_i\), and the error exceeds 8 percent. In a real layer the size of this error is less certain. At a few \(10^{13}\) electrons/cm² the exchange interaction lowers \(d\mu/dn\) by an amount comparable to \(1/g\). A first-order estimate with a screened interaction shrinks the gap below \(C_i\) to roughly 0.1 to 0.2 percent, and the error to a few percent; with weaker screening the sign can even reverse. Higher conduction valleys, if they lie within about 0.1 eV of the edge, also shrink the gap.

With a correct energy label, most of the other effects estimated at the working point are smaller. A band mass taken 10 percent too high lowers the extracted trap density by 4 percent. Thermal averaging makes \(D_t\) 4 percent larger than the tail density at the Fermi level. With a mobility of 10 cm²/Vs, channel resistance lowers \(C\) by one percent near 1.1 MHz, far above a measuring frequency of 10 kHz. For a rough attempt rate of \(10^9\) /s, traps at the Fermi level empty in about 40 ns, which is also fast enough. Deeper in the gap this is no longer so: free electrons become scarce, the channel resistance rises, and the emission time grows as \(e^{-\mu/kT}\). At 10 kHz the traps cease to follow when the Fermi level is about 0.25 eV below the band edge. The deeper part of the sweep therefore needs a much slower signal, or the energy found by integration is wrong. With 10 kHz used throughout, the trap charge missed by the signal would alone place the energy label at the working point more than 0.1 eV too high, which is enough to make the extracted trap density meaningless. At 0.5 eV below the edge the emission time is already about 0.25 s, so the signal there must be well below 1 Hz if nearly all the traps are to follow it. The field at the working point is 0.52 MV/cm, and tunnelling through a defect-free oxide is negligible. At 350 K, with the gate voltage and all other parameters held fixed, \(C/C_i\) is 0.952 and the factor is 20.8. The temperature matters more in the subtraction of the free electrons: if 300 K is still assumed there, the trap density comes out 26 percent too high even with the correct energy label.

A thinner insulator reduces the amplification. At the same Fermi level \(C_s\) is unchanged, so halving the oxide thickness doubles \(C_i\) and lowers \(A=1+C_s/C_i\) from 20 to \(1+9.5=10.5\). The charge, and with it the oxide field, stays the same. The gain holds for a given relative error in \(C\) or \(C_i\), if the thinner oxide does not leak. It does not help against the neglected half film or the plateau taken as \(C_i\). Each of these adds a fixed amount to \(1/C_s\) or removes one, whatever the oxide thickness, so the errors of 21 and 8 percent remain.

In a thicker film, such as an amorphous oxide some tens of nanometres deep, the potential can vary with depth. Then \(C_s\) is no longer simply \(e^2D\) at one energy, and a further model is needed to obtain the density of states. The amplification from \(C\) to \(C_s\) is unchanged, because it rests on the series law alone. The numerical output below lists most of the values used here.

## Computed values

```
insulator thickness 30 nm, permittivity 8
mass 0.45 m_e, valleys 2, temperature 300 K
tail density at band edge 5.0e+13 /(eV cm2)
tail width 0.10 eV
band density of states 3.760e+14 /(eV cm2)
Ci = 0.2361 uF/cm2
simulated C = 0.2243 uF/cm2, C/Ci = 0.9500
Fermi level from band edge -0.0976 eV
Cs = 4.486 uF/cm2, Cs/Ci = 19.000
first-order factor for C: 20.00, for Ci: -19.00
C read 1% high: Cs = 5.594 uF/cm2, +24.69 %
C read 1% low:  Cs = 3.732 uF/cm2, -16.81 %
Ci taken 1% high: Cs error -15.83 %
Ci taken 1% low:  Cs error +23.75 %
C and Ci both 1% high: Cs error +1.00 %
random-error factor 27.59, sampled 27.57
extraction diverges at C error +5.26 %
total density Cs/e^2 = 2.800e+13 /(eV cm2)
free part 8.431e+12, trap part 1.957e+13 /(eV cm2)
subtraction factor D/(D-D_free) = 1.431
trap density error, fixed energy: +35.3 % (C high)
trap density error, fixed energy: -24.0 % (C low)
energy shift, whole sweep 1% high: -15.52 meV
trap error at shifted label: +75.7 %
--- neglected effects ---
channel 5 um x 20 um
device C = 224.3 fF, 1% of it = 2.24 fF
fringe (border one oxide thickness wide): 1.58 % of C
  Cs error if not removed: +45.1 %
film thickness 0.62 nm, permittivity 6
half film left out: Ci too high by 1.38 %
  Cs error: -20.5 %
band plateau taken as Ci: Ci error -0.39 %
  Cs error: +8.0 %
thermal broadening changes trap density by +3.8 %
mass taken 10% high: trap density -4.3 %
trapped 2.069e+12, free 2.205e+11 electrons/cm2
insulator voltage 1.554 V, field 0.518 MV/cm
rough breakdown 7 MV/cm, ratio 0.074
barrier 2.5 eV, oxide mass 0.3 m_e
log10 of tunnelling probability -98
mobility 10 cm2/Vs, sheet R 2.83 Mohm
channel resistance lowers C by 1% at 1105 kHz
attempt rate 1e+09 /s, emission 44 ns
omega*emission time at 10 kHz: 2.7e-03
350 K, same gate voltage: C/Ci 0.9519, factor 20.8
```
